# Equality of Blocking and Channelling Dips at Negligible Energy Loss, part 1

(Sections cited here and not found follow in the second part.)

## First half: the reciprocity relation

### Two measurements on one crystal

Send a parallel beam of fast ions into a crystal and count the violent encounters with nuclei on lattice sites, for example by wide-angle scattering. Turn the crystal so that the beam comes into line with a row of atoms, and the count drops. The rows steer the ions away from the nuclei. This is the channelling dip, and it is used to find out whether a dopant atom sits on a lattice site.

Now let the ions start from lattice sites, with equal probability in all directions, and record where they leave the crystal. Few of them emerge along a row, because the neighbouring atoms of the row deflect them. This is the blocking dip.

The first experiment averages over impact points at the surface for a fixed direction. The second averages over directions for a fixed starting point. The question is why two different averages should give the same curve, and under which conditions they do.

### Definitions and conditions

Let an ion of mass $m$ move classically in a static potential $V(\mathbf r)$ that vanishes outside the crystal:

$$
H=\frac{p^2}{2m}+V(\mathbf r),\qquad \dot{\mathbf r}=\frac{\mathbf p}{m},\qquad \dot{\mathbf p}=-\nabla V .\tag{1}
$$

Both experiments use the same kind of ion with the same total energy $E$. Outside, the momentum is $p_0=\sqrt{2mE}$. At a site $\mathbf r$ it is $p(\mathbf r)$, with

$$
\frac{p(\mathbf r)^2}{p_0^2}=1-\frac{V(\mathbf r)}{E}. \tag{2}
$$

We assume $V(\mathbf r)<E$ at the site. The unit vector $\boldsymbol\Omega$ points from the crystal to the detector. The beam of the reversed experiment travels along $-\boldsymbol\Omega$, so its momentum is $\mathbf p_b=-p_0\boldsymbol\Omega$. It has uniform density $n_0$ outside and is wide enough to supply every orbit that can reach the site.

The channelling yield $\chi_c(\mathbf r,-\boldsymbol\Omega)$ is the flux at the site divided by the flux outside. Flux here means density times speed, without regard to direction, because the encounter rate of a nucleus is density times speed times cross-section.

The blocking yield $\chi_b(\mathbf r,\boldsymbol\Omega)$ is the number of ions per unit solid angle outside, divided by the number that an isotropic source would give without the crystal. Let $\boldsymbol\omega$ be the direction of emission at the site and $\boldsymbol\Omega_{\rm out}(\boldsymbol\omega)$ the final direction. A source that emits $S$ ions sends $S\,d\omega/4\pi$ of them into $d\omega$. The outside intensity is therefore $(S/4\pi)\int d\omega\,\delta^2(\boldsymbol\Omega_{\rm out}(\boldsymbol\omega)-\boldsymbol\Omega)$. Division by $S/4\pi$ gives

$$
\chi_b(\mathbf r,\boldsymbol\Omega)=\int d\omega\;\delta^2\!\big(\boldsymbol\Omega_{\rm out}(\boldsymbol\omega)-\boldsymbol\Omega\big). \tag{3}
$$

The delta function is normalized on the unit sphere.

The field of the atom that is struck, or that emits, is left out of $V$. Around a nucleus this field is taken as central. An ion starting at the centre then moves radially in it, so isotropic emission stays isotropic. On the beam side the same field belongs to the encounter cross-section. This separation requires that the encounter happen within a distance over which the flux of arriving ions hardly varies, and that the cross-section not depend on their small differences in direction.

### Phase-space density of the beam

Let $f(\mathbf r,\mathbf p)$ be the number of beam ions per unit volume of position and momentum. Conservation of ions reads

$$
\frac{\partial f}{\partial t}+\nabla_{\mathbf r}\!\cdot(\dot{\mathbf r}f)+\nabla_{\mathbf p}\!\cdot(\dot{\mathbf p}f)=0 .
$$

Expanding the products and collecting the derivatives taken along an orbit gives

$$
\frac{df}{dt}=-f\left(\nabla_{\mathbf r}\!\cdot\dot{\mathbf r}+\nabla_{\mathbf p}\!\cdot\dot{\mathbf p}\right). \tag{4}
$$

For the motion (1) both divergences vanish: $\mathbf p/m$ does not depend on $\mathbf r$, and $-\nabla V$ does not depend on $\mathbf p$. Thus $f$ keeps its value along each orbit, which is Liouville's theorem.

Outside, before the ions meet the crystal, $f=n_0\delta^3(\mathbf p-\mathbf p_b)$. To find $f$ at a point inside, trace the orbit through $(\mathbf r,\mathbf p)$ back to the vacuum and call the momentum found there $\mathbf P_{\rm in}(\mathbf r,\mathbf p)$. Then

$$
f(\mathbf r,\mathbf p)=n_0\,\delta^3\!\big(\mathbf P_{\rm in}(\mathbf r,\mathbf p)-\mathbf p_b\big). \tag{5}
$$

An orbit that never came from outside carries no beam ions. Its reversed partner never leaves, so it adds nothing to the blocking yield either.

### Turning the orbits round

Given a solution $\mathbf r(t),\mathbf p(t)$ of (1), define $\tilde{\mathbf r}(t)=\mathbf r(-t)$ and $\tilde{\mathbf p}(t)=-\mathbf p(-t)$. Differentiation gives

$$
\dot{\tilde{\mathbf r}}(t)=-\dot{\mathbf r}(-t)=-\frac{\mathbf p(-t)}{m}=\frac{\tilde{\mathbf p}(t)}{m},\qquad
\dot{\tilde{\mathbf p}}(t)=\dot{\mathbf p}(-t)=-\nabla V(\tilde{\mathbf r}(t)). \tag{6}
$$

In the second relation the minus sign in the definition of $\tilde{\mathbf p}$ cancels the one from differentiating $-t$. The reversed motion therefore obeys the same equations. The past of the state $(\mathbf r,\mathbf p)$, run backwards, is the future of the state $(\mathbf r,-\mathbf p)$. If $\mathbf P_{\rm out}$ is the final momentum of an emitted ion, then

$$
\mathbf P_{\rm in}(\mathbf r,\mathbf p)=-\mathbf P_{\rm out}(\mathbf r,-\mathbf p). \tag{7}
$$

Integrate (5) over momentum to obtain the density $n(\mathbf r)$, insert (7) and $\mathbf p_b=-p_0\boldsymbol\Omega$, and change the integration variable to $\mathbf q=-\mathbf p$. The volume element is unchanged and the delta function is even, so

$$
\frac{n(\mathbf r)}{n_0}=\int d^3p\;\delta^3\!\big(-\mathbf P_{\rm out}(\mathbf r,-\mathbf p)+p_0\boldsymbol\Omega\big)
=\int d^3q\;\delta^3\!\big(\mathbf P_{\rm out}(\mathbf r,\mathbf q)-p_0\boldsymbol\Omega\big). \tag{8}
$$

The right-hand side speaks of emission alone: it collects the momenta at the site that lead to the detector.

### Separating energy from direction

Write $\mathbf q=q\boldsymbol\omega$ and let $E'$ be the total energy that belongs to $q$. From $E'=q^2/2m+V(\mathbf r)$ at fixed $\mathbf r$ we have $q\,dq=m\,dE'$, and therefore

$$
d^3q=q^2\,dq\,d\omega=m\,q\,dE'\,d\omega . \tag{9}
$$

Outside, energy conservation gives the magnitude $P=\sqrt{2mE'}$ of the final momentum. In spherical coordinates

$$
\delta^3(P\boldsymbol\Omega_{\rm out}-p_0\boldsymbol\Omega)=\frac{\delta(P-p_0)}{p_0^2}\,\delta^2(\boldsymbol\Omega_{\rm out}-\boldsymbol\Omega).
$$

Since $dE'/dP=P/m$, which equals $p_0/m$ at the root, $\delta(P-p_0)=(p_0/m)\,\delta(E'-E)$. Hence

$$
\delta^3(P\boldsymbol\Omega_{\rm out}-p_0\boldsymbol\Omega)=\frac{1}{m p_0}\,\delta(E'-E)\,\delta^2(\boldsymbol\Omega_{\rm out}-\boldsymbol\Omega). \tag{10}
$$

Insert (9) and (10) in (8). The integral over $E'$ sets $q=p(\mathbf r)$, the mass cancels, and the remaining integral is (3):

$$
\frac{n(\mathbf r)}{n_0}=\frac{p(\mathbf r)}{p_0}\,\chi_b(\mathbf r,\boldsymbol\Omega).
$$

All beam ions at $\mathbf r$ have speed $p(\mathbf r)/m$, against $p_0/m$ outside. The flux ratio has one more factor $p(\mathbf r)/p_0$, and with (2)

$$
\boxed{\;\chi_c(\mathbf r,-\boldsymbol\Omega)=\left[1-\frac{V(\mathbf r)}{E}\right]\chi_b(\mathbf r,\boldsymbol\Omega)\;} \tag{11}
$$

The two yields agree when the potential at the site, without the atom's own field, is small compared with the ion energy. Nothing in the derivation used rows, periodicity or small angles, or required $\mathbf r$ to be a lattice site. Where a beam is focused on an interstitial position, an emitter at that position shows a matching peak.

Time reversal and Liouville's theorem do different work here. Reversal says which orbit joins the detector to the site. Liouville's theorem turns this statement about orbits into one about numbers of ions.

### Averages over sites, angles and depth

Lattice vibrations displace both the emitting atom and its neighbours. If an ion crosses the region in a time much shorter than a vibration period, each ion sees a frozen arrangement, and (11) holds for it. Let $\langle\;\rangle$ be an average over arrangements, sites and depths, the same in both experiments. Since $\chi_b\ge 0$,

$$
\big|\langle\chi_c\rangle-\langle\chi_b\rangle\big|\le \max\frac{|V|}{E}\;\langle\chi_b\rangle , \tag{12}
$$

with the maximum taken over the sites in the average. The same bound survives an average over directions, provided that the angular spread of the beam has the same shape as the acceptance of the detector. It also survives an average over slightly tilted regions of an imperfect crystal if both experiments sample the same regions.

A limiting case follows from integrating (3) over all $\boldsymbol\Omega$. If every emitted ion escapes,

$$
\int\frac{d\Omega}{4\pi}\,\chi_b(\mathbf r,\boldsymbol\Omega)=\int\frac{d\omega}{4\pi}=1 . \tag{13}
$$

The crystal redistributes the emitted ions without removing any, so a dip in some directions is paid for by an excess in others. By (11), beams arriving equally from all directions give a mean flux $1-V(\mathbf r)/E$ at the site. For small $V/E$ such illumination shows no sign of the crystal structure.

### One ray in a strong potential

To see the factor in (11) at work, take a potential that is not small. Set $E=m=1$ and place three repulsive Gaussian hills of unit width, $V=\sum_j A_j\exp(-|\mathbf r-\mathbf c_j|^2/2)$. Their heights are 0.30, 0.25 and 0.20, and their centres are $(0.8,0.6,-0.5)$, $(0.3,-0.2,2.5)$ and $(-0.4,0.5,4.5)$. The site is $(0.1,-0.1,0)$, the emission direction is along $(0.05,-0.03,1)$, and the outside region is represented by the plane $z=12$.

If several emission directions lead to the same final direction, (3) is a sum of terms $|d\omega/d\Omega|$, one for each. Relation (11) holds term by term, because the integral in (8) can be restricted to the neighbourhood of one root. For one such ray the blocking yield follows from the change in final direction when the emission direction is varied slightly. The beam yield follows from a different calculation: a thin tube of parallel rays is sent back, and the flux ratio is the cross-section of the tube outside divided by that at the site, because the number of ions in the tube is conserved.

The emission calculation gives $\chi_b=0.2270$. The potential at the site gives $1-V/E=0.8271$. Equation (11) then predicts $0.8271\times0.2270=0.1878$, and the tube of rays gives 0.1878. The unrounded values differ by about $2\times10^{-7}$ of the prediction. The two yields themselves differ by 17 per cent of $\chi_b$, and the factor accounts for this difference.

### What breaks the relation

A magnetic field $\mathbf B$ adds the force $(Q/m)\,\mathbf p\times\mathbf B$ for an ion of charge $Q$. Each component of $\mathbf p\times\mathbf B$ is free of the same component of $\mathbf p$, so its divergence in momentum space is zero and $f$ still keeps its value along orbits. Reversal fails, however. As in (6), $\dot{\tilde{\mathbf p}}(t)=\dot{\mathbf p}(-t)$, and the magnetic part becomes

$$
\frac{Q}{m}\,\mathbf p(-t)\times\mathbf B=-\frac{Q}{m}\,\tilde{\mathbf p}(t)\times\mathbf B . \tag{14}
$$

The reversed orbit belongs to the field $-\mathbf B$. In the model above, a field of strength $QB/m=0.004$ along $y$, filling the space between the site and the plane, makes the beam yield 1.6 per cent smaller than (11) predicts from emission in the same field. When the field is reversed for the beam, the discrepancy falls to about $2\times10^{-7}$. Conservation of phase volume alone is therefore not enough.

Drag, the simplest form of energy loss, adds the force $-\gamma\mathbf p$. Its momentum divergence is $-3\gamma$, so (4) gives $df/dt=3\gamma f$: the momenta crowd together. In the reversed motion the force becomes $-\gamma\mathbf p(-t)=+\gamma\tilde{\mathbf p}(t)$, which would speed the ion up. Both supports of the proof are lost. With $\gamma=0.001$ the emitted ion loses 1.66 per cent of its energy on the way out, and the beam yield is 2.19 per cent below the prediction of (11). With $\gamma=0.002$ the figures are 3.31 and 4.40 per cent. In each case the emitted ion starts with total energy 1 and the beam enters with energy 1. The mismatch doubles with the drag, so in this model it is of first order in the loss.

## Second half: a row of atoms in a crystal

### What is carried over

The channelling yield $\chi_c$ is the ion flux at a site relative to the flux outside. The blocking yield $\chi_b$ is the outside intensity of an isotropic source at the site, relative to its value without the crystal. For ions of the same kind and total energy $E$ in a static potential $V$, relation (11) states $\chi_c=(1-V/E)\chi_b$ for opposite directions of travel. Here $V$ leaves out the field of the struck or emitting atom. The bound (12) carries the equality over to averages if both experiments share the same sites, displacements, depths and angular resolution. Drag breaks it at first order.

We now apply this to 2 MeV helium ions travelling near the $c$ axis of Bi$_2$Te$_3$, with bismuth nuclei as the sites. Helium ions of this energy are used to judge the crystal quality of thin films. The lattice parameters $a=0.438$ nm and $c=3.05$ nm, the height parameters 0.400 (Bi) and 0.2095 (Te) in units of $c$, and the root-mean-square vibration $u=0.010$ nm in each direction are inputs of the model, chosen near typical values; their last digits carry no weight.

Each row along $c$ holds two Bi and three Te atoms per length $c$. Its mean spacing is $d=3.05/5=0.61$ nm and its mean nuclear charge is $\bar Z=(2\times83+3\times52)/5=64.4$.

For ions of the same kind and total energy in a static potential, the channelling and blocking yields at a site differ only by the factor $1-V/E$, while drag, or a magnetic field that is not reversed for the beam, breaks this relation. What remains is to apply it to helium ions near a row of atoms in Bi$_2$Te$_3$, compare separate simulations of the two dips, and estimate the effects of energy loss and other neglected influences.
